# Why a Trifluoromethyl Group Makes a Sulfonic Acid Stronger

Suppose a fluorinated photoacid in a resist is to be replaced, and its strength is credited to resonance in the sulfonate group. Any other sulfonic acid then looks like a fair substitute, since it has the same group. The substitute may turn out too weak to protonate the resist's protecting groups. Delocalization over \(\mathrm{SO_3^-}\) is common to both acids, so its presence cannot explain why one is stronger.

The useful question is what fluorine changes. It is answered here for methanesulfonic acid, \(\mathrm{CH_3SO_3H}\), and trifluoromethanesulfonic (triflic) acid, \(\mathrm{CF_3SO_3H}\), the smallest perfluoroalkyl member of the family. Longer chains are not calculated. In this pair the fluorine effect is mainly electron withdrawal, already present in the neutral acid. Additional delocalization after the proton leaves contributes little at fixed nuclei.

## Strength is a difference of two substituent effects

For an acid HA, define the deprotonation energy

\[
D=E(\mathrm{A^-})-E(\mathrm{HA}).
\]

The separated proton has no electronic energy. A smaller \(D\) means a stronger acid in the gas phase. In a resist the proton goes to a base B instead:

\[
\mathrm{HA+B\rightarrow A^-+HB^+}.
\]

For separated products the reaction energy is

\[
\Delta E=D+\left[E(\mathrm{HB^+})-E(\mathrm B)\right].
\]

The bracket belongs to the base. It cancels when two acids are compared with the same base, which leaves the difference of their \(D\) values.

To ask whether fluorine stabilizes the acid or the anion, one needs a reference, because the two molecules contain different atoms. One choice is the exchange

\[
\mathrm{CH_3G+CHF_3\rightarrow CF_3G+CH_4},
\]

with G equal to \(\mathrm{SO_3H}\) or \(\mathrm{SO_3^-}\). Call its energy \(X_{\rm acid}\) or \(X_{\rm anion}\). On subtraction the energies of \(\mathrm{CHF_3}\) and \(\mathrm{CH_4}\) cancel:

\[
\begin{aligned}
X_{\rm anion}-X_{\rm acid}
&=[E(\mathrm{CF_3SO_3^-})-E(\mathrm{CH_3SO_3^-})]\\
&\quad-[E(\mathrm{CF_3SO_3H})-E(\mathrm{CH_3SO_3H})]\\
&=D_{\rm F}-D_{\rm H}\equiv\Delta D .
\end{aligned}
\]

The subscripts F and H denote the fluorinated and unfluorinated acids. The individual \(X\) values depend on the reference molecules, but \(\Delta D\) does not.

The calculations use density-fitted Hartree–Fock theory in the 6-31G** basis, with diffuse functions on oxygen. The nuclei stay fixed when the proton leaves. Both acids have the same model \(\mathrm{SO_3H}\) frame, while the S–C length is 1.77 Å in the methyl acid and 1.84 Å in the fluorinated one. These structures are not optimized. The result is

\[
X_{\rm acid}=0.666\ \mathrm{eV},\qquad
X_{\rm anion}=0.005\ \mathrm{eV},
\]

so \(\Delta D=-0.66\) eV, or \(-64\) kJ/mol.

Against this reference and in this basis, fluorination leaves the fixed-geometry anion almost unchanged and makes the neutral acid less stable. In the larger 6-311++G** basis the exchange energies are 0.87 eV for the acid and 0.12 eV for the anion, and \(\Delta D\) is \(-0.75\) eV. The near-zero value for the anion is therefore uncertain by at least 0.1 eV, while the larger cost for the neutral acid remains. "The anion is stabilized more than the acid" is true as a statement about the difference. It does not imply that either species is stabilized by itself.

## Removing the proton by reducing its charge

The difference can be traced to electrostatics by giving the acidic proton a variable charge \(\lambda\). At \(\lambda=1\) the system is the acid; at \(\lambda=0\) it is the anion. The number of electrons and all positions stay fixed, and so do the basis functions at the proton site.

In atomic units, the potential at the proton position \(\mathbf R_p\), due to the electrons and the other nuclei, is

\[
\phi[n]=\sum_{A\ne p}\frac{Z_A}{|\mathbf R_A-\mathbf R_p|}
-\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf R_p|}\,d^3r .
\]

Here \(n\) is the electron number density, and the minus sign comes from the electron's charge. The proton's interaction energy is \(\lambda\phi\), so for any trial state \(\Psi\) with density \(n\)

\[
E_\lambda[\Psi]=E_0[\Psi]+\lambda\phi[n].
\]

Let \(\Psi_\lambda\) be the minimizing Hartree–Fock state, \(E(\lambda)\) its energy and \(\phi_\lambda\) its potential. When \(\lambda\) changes, the energy changes through the explicit factor \(\lambda\) and through the state. The second contribution vanishes to first order because the state is at a minimum. Hence

\[
\frac{dE}{d\lambda}=\phi_\lambda .
\]

Integrating from anion to acid gives \(E(1)-E(0)=\int_0^1\phi_\lambda\,d\lambda\). Since \(D=E(0)-E(1)\),

\[
D=-\int_0^1\phi_\lambda\,d\lambda .
\]

For methanol, numerical integration of this expression and direct subtraction of the two energies both give 17.535 eV.

The end points also bound \(D\). The acid's state is an allowed trial state for the anion, so

\[
E(0)\le E_0[\Psi_1]=E(1)-\phi_1
\quad\Rightarrow\quad D\le-\phi_1 .
\]

Likewise, the anion's state is an allowed trial state for the acid:

\[
E(1)\le E_1[\Psi_0]=E(0)+\phi_0
\quad\Rightarrow\quad D\ge-\phi_0 .
\]

These bounds hold within Hartree–Fock theory at fixed geometry and basis, provided the lowest solutions have been found. For triflic acid they are 6.84 and 23.79 eV, around a calculated \(D\) of 14.06 eV. They are too wide to predict \(D\), but each end becomes an equality once the response of the electrons is included.

## Withdrawal and response

Start from the acid and remove the proton while the electrons stay frozen. The energy cost is \(-\phi_1\). The electrons then relax and release

\[
R=E_0[\Psi_1]-E(0)\ge0 .
\]

Substituting \(E_0[\Psi_1]=E(1)-\phi_1\) gives

\[
R=E(1)-\phi_1-E(0)=-\phi_1-D,
\]

and therefore

\[
D=-\phi_1-R .
\]

The first term describes the neutral acid. If a substituent makes \(\phi_1\) less negative, the proton is held less strongly before any response occurs. That is the meaning of electron withdrawal used here. The second term describes how well the remaining electrons adapt to the loss of the proton.

The response can be divided further. First let four electron pairs of the O–H site relax, using basis functions on that oxygen and hydrogen. Then let all electrons relax without this restriction. If \(E_{\rm site}\) is the intermediate energy,

\[
R=\underbrace{E_0[\Psi_1]-E_{\rm site}}_{R_{\rm site}}
+\underbrace{E_{\rm site}-E(0)}_{R_{\rm rest}} .
\]

The second part contains delocalization away from the site together with polarization of the rest of the molecule. The division depends on the basis, and \(R_{\rm rest}\) is not a pure resonance energy.

For the two sulfonic acids, in eV,

\[
\begin{aligned}
D_{\rm H}&=24.519-8.113-1.682=14.724,\\
D_{\rm F}&=23.786-8.058-1.665=14.063 .
\end{aligned}
\]

Subtracting term by term gives

\[
\Delta D=-0.732+0.055+0.017=-0.660\ \mathrm{eV}.
\]

The initial potential more than accounts for the fluorine effect. In the 6-311++G** basis its part grows to \(-0.82\) eV, while the two response terms together stay at \(+0.07\) eV. Both response terms oppose it slightly, because the fluorinated system gains a little less energy from relaxation. Extra electronic delocalization on deprotonation is therefore not the source of the added strength in this fixed-geometry comparison.

A reading from the other end checks whether the dominance of the potential depends on starting with the acid. Put the proton back into the frozen anion, then let the electrons relax by an energy \(R'\):

\[
E(1)=E(0)+\phi_0-R'
\quad\Rightarrow\quad D=-\phi_0+R' .
\]

Here \(-\phi_0\) falls from 7.434 to 6.839 eV on fluorination, a change of \(-0.595\) eV. The remaining \(-0.065\) eV or so comes from \(R'\). The response now helps instead of opposing, so its sign depends on the path. From either end, the potential at the proton site carries most of the difference. This is not a second test of delocalization, because \(\phi_0\) belongs to the relaxed anion and already includes any spreading of its charge.

Charges fitted to the potential outside the molecules tell a similar story. On proton loss, the O–H site changes by \(-0.73\,e\) in the methyl acid and \(-0.71\,e\) in the fluorinated acid. The \(\mathrm{SO_2}\) part changes by \(-0.15\,e\) and \(-0.18\,e\), and the carbon group by \(-0.12\,e\) and \(-0.11\,e\). Fitted charges are not a unique division of the density, so shifts of a few hundredths should not be interpreted closely. They show no large additional spreading caused by fluorine.

## What the sulfonyl group contributes

Methanol provides a reference without a sulfonyl group. Its \(D\) is 17.535 eV, so going to methanesulfonic acid lowers \(D\) by 2.81 eV. This is about four times the subsequent effect of fluorination. In the acid-end division, in eV,

\[
14.724-17.535=-2.815+0.291-0.287 .
\]

The terms are the changes in \(-\phi_1\), \(-R_{\rm site}\) and \(-R_{\rm rest}\). The wider response does help the sulfonic acid, by 0.29 eV, but a weaker response at the O–H site offsets it.

This does not show that sulfonate delocalization is unimportant. Seen from the anion, spreading of charge is already contained in \(\phi_0\), along with the effect of the electron-poor sulfur. The comparison with methanol does not separate the two. It shows that the sulfonyl group as a whole provides the larger step in strength, and fluorine a smaller further one.

## How much a simple field picture explains

Withdrawal is often described as the through-space field of the C–F dipoles. A first-order estimate places point charges \(q_k\), representing the carbon group, at its atomic positions \(\mathbf R_k\). When the methyl acid loses its proton, the potential at those positions changes by \(\Delta\phi(\mathbf R_k)\), and the interaction energy changes by

\[
\delta D=\sum_k q_k\,\Delta\phi(\mathbf R_k).
\]

The charges come from \(\mathrm{CHF_3}\) and \(\mathrm{CH_4}\), with the charge of the replaced hydrogen added to carbon. They are \(0.568\,e\) on C and \(-0.189\,e\) on each F for \(\mathrm{CF_3}\), and \(-0.454\,e\) on C and \(0.151\,e\) on each H for \(\mathrm{CH_3}\). The answer depends on what is allowed to change. If only the proton is removed and the electrons stay frozen, \(\Delta\phi(\mathbf R_k)=-1/|\mathbf R_k-\mathbf R_p|\) in atomic units. The sums are then \(+0.23\) eV for \(\mathrm{CH_3}\) and \(-0.36\) eV for \(\mathrm{CF_3}\), a difference of \(-0.60\) eV. This is about four fifths of the \(-0.73\) eV change in \(-\phi_1\), the frozen-electron quantity with which it should be compared.

The field-only value in the numerical output, \(-0.08\) eV, is much smaller because it uses the full density change of the methyl acid. That change includes the response of all the electrons, which adds about \(+0.52\) eV and cancels most of the effect. Part of this response lies in the \(\mathrm{CH_3}\) group, the very group the charges are meant to replace; how large a part depends on how the density is divided. The value should not be read as the size of the field contribution.

The field of the C–F dipoles can thus account for much of the withdrawal. The estimate is rough: placing the anion's whole unit of negative charge on the acidic oxygen gives \(-0.90\) eV instead. Point charges this close to the acidic site do not establish how the effect divides between field, bonding and charge rearrangement.

## Corrections for correlation, geometry and medium

Electron correlation, estimated by second-order perturbation theory (MP2) with frozen cores, changes \(\Delta D\) by \(+0.138\) eV. It weakens the Hartree–Fock advantage by about one fifth. The value is not converged in basis: in 6-311++G** it is \(+0.115\) eV, about 15% of the advantage there.

A trial relaxation of the anions acts the other way. Moving each anion to a symmetric trial structure, with three S–O bonds of 1.45 Å, lowers its energy by 0.616 eV for the methyl compound and 0.748 eV for the fluorinated one. The change in \(\Delta D\) is

\[
0.616-0.748=-0.132\ \mathrm{eV}.
\]

Bond equalization accompanies delocalization, so a modest delocalization-related advantage may enter here. The trial step also changes bond angles, and neither end is optimized, so the whole amount cannot be assigned to resonance. The acids are not relaxed at all, so full optimization could change the size of this correction, or even its sign. If this relaxation is included in the exchange energy, \(X_{\rm anion}\) moves from 0.005 to about \(-0.13\) eV. The sign of the anion's separate stabilization thus depends on details, whereas the lower \(D\) of the fluorinated acid survives each correction made here.

A surrounding dielectric stabilizes the ions. For an ion of charge \(Q\) in a sphere of radius \(a\), the Born energy in atomic units is

\[
E_{\rm Born}=-\left(1-\frac1\varepsilon\right)\frac{Q^2}{2a},
\]

where \(\varepsilon\) is the relative permittivity. A larger ion is stabilized less. With molecule-shaped cavities, frozen gas-phase densities and \(\varepsilon=3\), the medium lowers \(D\) by 1.632 eV for the methyl acid and 1.507 eV for the fluorinated acid. The medium's contribution to \(\Delta D\) is therefore \(+0.125\) eV in this estimate. The cavity is built from spheres of 1.2 times the van der Waals radii, with at most 60 points per atom. With 6-311++G** densities this coarse mesh scatters the difference by about 0.01 eV, and a fine mesh gives about \(+0.14\) eV. The cavity size matters more: a factor of 1.1 instead of 1.2 raises the difference to about \(+0.18\) eV.

In this model the contribution scales with \(1-1/\varepsilon\), which is \(2/3\) at \(\varepsilon=3\). It vanishes in vacuum and tends to \(0.125\times3/2\approx0.19\) eV at very large \(\varepsilon\). Dielectric screening of this kind reduces the advantage but does not remove it.

Adding the estimates gives

\[
\Delta D_{\rm corr}=-0.660+0.138-0.132+0.125
\approx-0.53\ \mathrm{eV}.
\]

With the Hartree–Fock, MP2 and medium terms taken in 6-311++G** and the same trial relaxation, the sum is about \(-0.62\) eV, so the total is uncertain by at least 0.1 eV from the basis alone. The corrections were computed separately, and their coupling is neglected. Vibrational energy, entropy and specific hydrogen bonds are also missing.

## What the energy means during a bake

If the free-energy difference is approximated by \(\Delta D_{\rm corr}\), the equilibrium constants for proton transfer to the same base have the ratio

\[
\frac{K_{\rm F}}{K_{\rm H}}
=\exp\left(-\frac{\Delta D_{\rm corr}}{k_{\rm B}T}\right).
\]

One decade corresponds to \(k_{\rm B}T\ln10=0.074\) eV at 373 K, so the calculated advantage is about seven decades, or about eight with the larger basis. This is an energy scale and not a predicted pKa difference.

A large ratio of \(K\) need not produce an equally large change in protonation. Let \(c\) be the total acid concentration, \(b\) the concentration of base sites in large excess, and \(\alpha\) the fraction of acid that has given up its proton. For separated ions in an ideal dilute mixture,

\[
K=\frac{(\alpha c)(\alpha c)}{(1-\alpha)c\,b}
=\frac{\alpha^2c}{(1-\alpha)b}.
\]

With \(r=Kb/c\), this becomes \(\alpha^2+r\alpha-r=0\). The positive root is

\[
\alpha=\frac{-r+\sqrt{r^2+4r}}{2}.
\]

For \(r\ll1\), \(\alpha\approx\sqrt r\). If both acids remain in this weak regime, seven decades in \(K\) give about three and a half decades in \(\alpha\). For \(r\gg1\), expanding the square root as \(r+2-2/r\) gives \(\alpha\approx1-1/r\). Both acids are then almost fully ionized, and the stronger one offers little further protonation. The base has levelled them.

If the products remain as ion pairs, the balance is \(K_{\rm p}=\alpha/[(1-\alpha)b]\), so

\[
\alpha=\frac{K_{\rm p}b}{1+K_{\rm p}b}.
\]

The weak regime is now linear in \(K_{\rm p}\), but the same saturation appears.

## Comparison with real resists and choice of acid

Triflate and longer perfluoroalkyl sulfonates are used as photoacid anions. A bake near 373 K and a permittivity near 3 are rough but reasonable values for polymer resists. The measured gas-phase acidity difference between the two acids is roughly 0.7 eV, similar in size to the calculated gas-phase values; this is a rough comparison and not a validation of the model. In a film, the assumption most clearly broken is that of separated ions in a uniform dielectric. Ion pairing and hydrogen bonding can favour one anion over the other. Their effect was not calculated, but each 0.074 eV of such preference moves the ratio of equilibrium constants by one decade.

For selecting a replacement acid, this suggests the following order of work:

1. Identify the base that must be protonated, including any quencher or basic polymer group. If the present acid is fully levelled by that base, some strength can be given up.
2. Compare \(-\phi_1\) for neutral candidates that share the same acidic group and geometry conventions. For the pair studied here it gives \(-0.73\) eV, against \(-0.66\) eV for the full Hartree–Fock difference. It is a screening quantity and can fail when the electronic responses differ more.
3. For the remaining candidates, calculate \(D\) with correlation, optimized acid and anion structures, and the medium. Here the rough estimate of each correction was worth more than one decade at the bake temperature.
4. Measure acid diffusion and volatility separately. A deprotonation energy contains no barrier for proton transfer and no mobility of the anion, so a stronger acid need not give a faster or sharper resist.

If the present strength is really required, a fluorine-free substitute needs more than a sulfonate group. Its substituent must make the potential at the acidic proton less negative by a comparable amount, or recover the difference through relaxation or the medium. The numerical output below gives the values for all three acids.

## Computed results

```
RHF, 6-31G** plus diffuse functions on O; model geometries
Lengths O-H, S-OH, S=O: 0.97  1.59  1.43 angstrom
Lengths C-H, C-F, C-O: 1.09  1.33  1.42 angstrom
Lengths S-C in CH3, CF3 acid: 1.77  1.84 angstrom
S-O length in symmetric trial anion: 1.45 angstrom
Columns: CH3OH, CH3SO3H, CF3SO3H
DPE: 17.535  14.724  14.063 eV
Upper bound -phi(1): 27.334  24.519  23.786 eV
Lower bound -phi(0): 10.215  7.434  6.839 eV
Site relaxation R_site: 8.404  8.113  8.058 eV
Further relaxation R_rest: 1.395  1.682  1.665 eV
DPE with MP2: 17.056  14.412  13.889 eV
CH3OH DPE by charging integral: 17.535 eV
Charge change on proton loss: O-H site, SO2, CX3
  CH3OH: -0.80  0.00  -0.20 e
  CH3SO3H: -0.73  -0.15  -0.12 e
  CF3SO3H: -0.71  -0.18  -0.11 e
Largest rms error of charge fits: 0.107 eV
Gain = CF3SO3H minus CH3SO3H
DPE gain: -0.660 eV
DPE gain, converted: -63.7 kJ/mol
  part from -phi(1): -0.732 eV
  part from -R_site: 0.055 eV
  part from -R_rest: 0.017 eV
Exchange energy, acid: 0.666 eV
Exchange energy, anion: 0.005 eV
CF3 source charges C, mean F: 0.568  -0.189 e
CH3 source charges C, mean H: -0.454  0.151 e
Field-only estimate of gain: -0.081 eV
Field estimate / DPE gain: 0.12 (ratio)
Neglected effects
Correlation change of gain (MP2): 0.138 eV
Anion relaxation, CH3 and CF3: 0.616  0.748 eV
Relaxation change of gain: -0.132 eV
Relative permittivity: 3.0 (none)
Medium shift of DPE, CH3 and CF3: -1.632  -1.507 eV
Medium change of gain: 0.125 eV
Born test numeric, analytic: -2.275  -2.268 eV
Corrected gain: -0.530 eV
Bake temperature: 373 K
Energy per decade at bake: 0.074 eV
Corrected gain as decades: 7.2 decades
```
